# Uniform sliding speed in rotary polishing with equal carrier and platen rotation: a numerical check

```python
"""
Result under test: a wafer and a pad turning at the same signed rate w about
parallel fixed axes a distance e apart slide at speed |w| e at EVERY wafer point.
Unequal rates w_c (carrier), w_p (platen) give, at radius rho and angle phi,
  speed^2 = (D rho)^2 - 2 D w_p e rho cos(phi) + (w_p e)^2,  D = w_c - w_p.
Plane positions are complex numbers; the platen axis is the origin and the
carrier axis lies on the positive real axis. The speed relative to the pad is
obtained from its definition: the numerical derivative of pad coordinates.
SI units inside, engineering units in the printout.
"""
import numpy as np
from scipy import constants as const

RPM = 2 * np.pi / 60
STEP = 1e-5  # time step of the central differences, s

# Rough typical values for oxide polishing of a 300 mm wafer
platen_rpm = 60.0
e = 0.190
wafer_radius = 0.150
pad_radius = 0.380
pressure = 20e3
preston = 1e-13
run_time = 60.0
w = platen_rpm * RPM
common_speed = w * e


def pad_coordinates(s, t, carrier_angle, platen_angle, centre):
    """Position on the pad of the wafer point s at time t."""
    lab = centre(t) + np.exp(1j * carrier_angle(t)) * s
    return np.exp(-1j * platen_angle(t)) * lab


def pad_velocity(s, t, carrier_angle, platen_angle, centre):
    later = pad_coordinates(s, t + STEP, carrier_angle, platen_angle, centre)
    earlier = pad_coordinates(s, t - STEP, carrier_angle, platen_angle, centre)
    return (later - earlier) / (2 * STEP)


def turning(rate):
    return lambda t: rate * t


def fixed_centre(t):
    return e + 0j


rng = np.random.default_rng(7)
disc = wafer_radius * np.sqrt(rng.random(200)) * np.exp(2j * np.pi * rng.random(200))
rim = wafer_radius * np.exp(2j * np.pi * np.arange(3600) / 3600)
points = np.concatenate(([0j], disc, rim[::100]))
assert e + wafer_radius < pad_radius and e > wafer_radius

# Equal rates: one speed for all points and times, either sense of rotation
for rate in (w, -w):
    for t in (0.0, 0.13, 0.71, 2.4):
        speeds = abs(pad_velocity(points, t, turning(rate), turning(rate), fixed_centre))
        assert np.allclose(speeds, abs(rate) * e, rtol=1e-7)

# Each point draws a circle of radius e about its own place s
turn_times = np.arange(720) / 720 * (2 * np.pi / w)
for s in points[:20]:
    path = pad_coordinates(s, turn_times, turning(w), turning(w), fixed_centre)
    assert abs(path.mean() - s) < 1e-12
    assert np.allclose(abs(path - path.mean()), e, rtol=1e-10)

# Sliding direction: fixed in the laboratory, averaging to zero on the wafer
v_pad = pad_velocity(rim[400], turn_times, turning(w), turning(w), fixed_centre)
v_lab = np.exp(1j * w * turn_times) * v_pad
v_wafer = np.exp(-1j * w * turn_times) * v_lab
assert np.allclose(v_lab, -1j * w * e, rtol=1e-7)
assert abs(v_wafer.mean()) < 1e-7 * common_speed

# General speed formula and the extremes on the rim for unequal rates
for carrier_rpm in (63.0, 30.0, 0.0, -60.0):
    wc = carrier_rpm * RPM
    difference = wc - w
    for t in (0.0, 0.37):
        measured = abs(pad_velocity(points, t, turning(wc), turning(w), fixed_centre))
        rho, phi = abs(points), np.angle(points) + wc * t
        squared = ((difference * rho)**2 + common_speed**2
                   - 2 * difference * w * e * rho * np.cos(phi))
        assert np.allclose(measured**2, squared, rtol=1e-6)
    rim_speed = abs(pad_velocity(rim, 0.0, turning(wc), turning(w), fixed_centre))
    a = abs(difference) * wafer_radius
    assert np.isclose(rim_speed.max(), common_speed + a, rtol=1e-6)
    assert np.isclose(rim_speed.min(), abs(common_speed - a), rtol=1e-6)


def mean_rim_speed(carrier_rpm):
    """Average over one laboratory turn of the wafer, from pad coordinates."""
    wc = carrier_rpm * RPM
    times = np.arange(4000) / 4000 * (2 * np.pi / abs(wc))
    return abs(pad_velocity(wafer_radius, times, turning(wc), turning(w),
                            fixed_centre)).mean()


# Small mismatch: relative mean excess x^2/4, with a remainder of order x^4
for carrier_rpm in (63.0, 57.0, 66.0):
    x = abs(carrier_rpm - platen_rpm) * wafer_radius / (platen_rpm * e)
    excess = mean_rim_speed(carrier_rpm) / common_speed - 1
    assert abs(excess - x**2 / 4) < x**4 / 30 + 1e-8

# Path length and removed depth in one minute, from summed chords of the path
path_times = np.linspace(0, run_time, 60001)
lengths = []
for s in (0j, wafer_radius + 0j):
    path = pad_coordinates(s, path_times, turning(w), turning(w), fixed_centre)
    lengths.append(abs(np.diff(path)).sum())
assert np.allclose(lengths, common_speed * run_time, rtol=1e-5)
depth = preston * pressure * lengths[0]

# Common speed ramp: uniform at each instant
ramp_time = 5.0
ramp = lambda t: w * t**2 / (2 * ramp_time)
ramp_speeds = abs(pad_velocity(points, 2.0, ramp, ramp, fixed_centre))
assert np.allclose(ramp_speeds, common_speed * 2.0 / ramp_time, rtol=1e-7)

# Straight radial sweep: the common speed varies in time, not over the wafer
sweep, sweep_period = 0.015, 6.0
sweep_rate = 2 * np.pi / sweep_period
swept_centre = lambda t: e + sweep * np.sin(sweep_rate * t) + 0j
sweep_speeds = []
for t in np.linspace(0, sweep_period, 121):
    speeds = abs(pad_velocity(points, t, turning(w), turning(w), swept_centre))
    expected = np.hypot(w * swept_centre(t).real,
                        sweep * sweep_rate * np.cos(sweep_rate * t))
    assert np.allclose(speeds, expected, rtol=1e-7)
    sweep_speeds.append(speeds[0])

# Pivoting arm that carries the carrier motor: the arm rate adds to the carrier
arm = 0.500
arm_angle = lambda t: sweep / arm * np.sin(sweep_rate * t)
arm_centre = lambda t: e - 1j * arm + 1j * arm * np.exp(1j * arm_angle(t))
arm_carrier = lambda t: w * t + arm_angle(t)
speeds = abs(pad_velocity(rim, 0.0, arm_carrier, turning(w), arm_centre))
arm_half_spread = (speeds.max() - speeds.min()) / 2
arm_rate = sweep / arm * sweep_rate
assert np.isclose(arm_half_spread, arm_rate * wafer_radius, rtol=1e-4)

# Wafer pressed by pad friction to a ring point fixed in the laboratory, rolling
gap = 0.0005
ring_radius = wafer_radius + gap
rolling_rate = w * ring_radius / wafer_radius
rolled_centre = lambda t: e + 1j * gap
wafer_mark = lambda t: rolled_centre(t) + 1j * wafer_radius * np.exp(1j * rolling_rate * t)
ring_mark = lambda t: e + 1j * ring_radius * np.exp(1j * w * t)
assert abs(wafer_mark(0) - ring_mark(0)) < 1e-14
mark_slip = (wafer_mark(STEP) - wafer_mark(-STEP)
             - ring_mark(STEP) + ring_mark(-STEP)) / (2 * STEP)
assert abs(mark_slip) < 1e-7 * common_speed
speeds = abs(pad_velocity(rim, 0.0, turning(rolling_rate), turning(w), rolled_centre))
ring_half_spread = (speeds.max() - speeds.min()) / 2
assert np.isclose(ring_half_spread / common_speed, gap / e, rtol=1e-4)

# Order-of-magnitude estimates of other neglected effects, rough inputs
friction, pad_shear_modulus = 0.3, 30e6
pad_shear = friction * pressure / pad_shear_modulus
edge_pressure_excess = 0.10
activation_ev, temperature, warmer_by = 0.1, 310.0, 5.0
boltzmann_ev = const.k / const.e
thermal_change = np.exp(activation_ev / boltzmann_ev
                        * (1 / temperature - 1 / (temperature + warmer_by))) - 1

nm = 1e9
print(f"platen speed: {platen_rpm:.0f} rpm = {w:.4f} rad/s")
print(f"axis distance e: {e*1e3:.0f} mm")
print(f"wafer radius: {wafer_radius*1e3:.0f} mm; pad radius: {pad_radius*1e3:.0f} mm")
print(f"pressure: {pressure/1e3:.0f} kPa; Preston coefficient: {preston:.1e} 1/Pa")
print(f"common sliding speed, equal rates: {common_speed:.4f} m/s")
print(f"path per turn: {2*np.pi*e:.4f} m")
print(f"path in {run_time:.0f} s, centre and edge: {lengths[0]:.2f}, {lengths[1]:.2f} m")
print(f"oxide removed in {run_time:.0f} s: {depth*nm:.1f} nm")
print("edge compared with centre, platen at the speed above:")
for carrier_rpm in (60.0, 63.0, 30.0, -60.0):
    wc = carrier_rpm * RPM
    speeds = abs(pad_velocity(rim, 0.0, turning(wc), turning(w), fixed_centre))
    mean = mean_rim_speed(carrier_rpm)
    edge_depth = preston * pressure * mean * run_time
    print(f" carrier {carrier_rpm:.0f} rpm:")
    print(f"  edge speed min, max: {speeds.min():.4f}, {speeds.max():.4f} m/s")
    print(f"  edge mean speed: {mean:.4f} m/s; excess {100*(mean/common_speed-1):.3f} %")
    print(f"  edge depth in {run_time:.0f} s: {edge_depth*nm:.1f} nm")
x = 3.0 * wafer_radius / (platen_rpm * e)
print(f"63 rpm: x = {x:.5f}; x^2/4 = {100*x**2/4:.4f} %")
speeds = abs(pad_velocity(rim, 0.0, turning(0.0), turning(w), fixed_centre))
print(f"carrier at rest, edge min, max: {speeds.min():.4f}, {speeds.max():.4f} m/s")
print("neglected effects, equal nominal rates:")
print(f" sweep amplitude: {sweep*1e3:.0f} mm; period: {sweep_period:.0f} s")
print(f" swept common speed min, max: {min(sweep_speeds):.4f}, {max(sweep_speeds):.4f} m/s")
print(f" arm length: {arm*1e3:.0f} mm; peak arm rate: {arm_rate:.4f} rad/s")
print(f" arm: edge half-spread: {100*arm_half_spread/common_speed:.3f} % of common speed")
print(f" ring radial gap: {gap*1e3:.1f} mm")
print(f" ring: edge half-spread: {100*ring_half_spread/common_speed:.3f} % of common speed")
print(f" friction coefficient: {friction:.1f}; pad shear modulus: {pad_shear_modulus/1e6:.0f} MPa")
print(f" pad shear strain: {100*pad_shear:.3f} %")
print(f" edge pressure excess assumed: {100*edge_pressure_excess:.0f} %")
print(f" edge depth with that pressure: {depth*(1+edge_pressure_excess)*nm:.1f} nm")
print(f" activation energy assumed: {activation_ev:.1f} eV at {temperature:.0f} K")
print(f" removal change for {warmer_by:.0f} K warmer: {100*thermal_change:.1f} %")
print("all assertions hold")
```

Printed output:

```
platen speed: 60 rpm = 6.2832 rad/s
axis distance e: 190 mm
wafer radius: 150 mm; pad radius: 380 mm
pressure: 20 kPa; Preston coefficient: 1.0e-13 1/Pa
common sliding speed, equal rates: 1.1938 m/s
path per turn: 1.1938 m
path in 60 s, centre and edge: 71.63, 71.63 m
oxide removed in 60 s: 143.3 nm
edge compared with centre, platen at the speed above:
 carrier 60 rpm:
  edge speed min, max: 1.1938, 1.1938 m/s
  edge mean speed: 1.1938 m/s; excess -0.000 %
  edge depth in 60 s: 143.3 nm
 carrier 63 rpm:
  edge speed min, max: 1.1467, 1.2409 m/s
  edge mean speed: 1.1943 m/s; excess 0.039 %
  edge depth in 60 s: 143.3 nm
 carrier 30 rpm:
  edge speed min, max: 0.7226, 1.6650 m/s
  edge mean speed: 1.2408 m/s; excess 3.935 %
  edge depth in 60 s: 148.9 nm
 carrier -60 rpm:
  edge speed min, max: 0.6912, 3.0788 m/s
  edge mean speed: 2.0793 m/s; excess 74.173 %
  edge depth in 60 s: 249.5 nm
63 rpm: x = 0.03947; x^2/4 = 0.0390 %
carrier at rest, edge min, max: 0.2513, 2.1363 m/s
neglected effects, equal nominal rates:
 sweep amplitude: 15 mm; period: 6 s
 swept common speed min, max: 1.0996, 1.2881 m/s
 arm length: 500 mm; peak arm rate: 0.0314 rad/s
 arm: edge half-spread: 0.395 % of common speed
 ring radial gap: 0.5 mm
 ring: edge half-spread: 0.263 % of common speed
 friction coefficient: 0.3; pad shear modulus: 30 MPa
 pad shear strain: 0.020 %
 edge pressure excess assumed: 10 %
 edge depth with that pressure: 157.6 nm
 activation energy assumed: 0.1 eV at 310 K
 removal change for 5 K warmer: 6.1 %
all assertions hold
```
